# Two-centre expansion of the free Green function and its structure constants: verification in Python

```python
"""Two-centre expansion of the free Green function (Hartree atomic units).

Result under test, for r + r' < |R|:
  G0 = -exp(i kappa D)/(2 pi D),  D = |r - r' - R|,  E = kappa^2/2
     = sum_LL' j_l(kappa r) Y_L(r) g_LL'(R) j_l'(kappa r') Y_L'(r')
  g_LL'(R) = -8 pi i kappa sum_L'' i^(l-l'-l'') C_LL'L'' h_l''(kappa R) Y_L''(R)
R points from the centre of r to the centre of r'.  Y_L are real orthonormal
harmonics, C_LL'L'' is the integral of three of them, h_l = j_l + i n_l.
Harmonics are stored at index l*l + l + m; m = -1, 0, 1 of l = 1 is y, z, x.
"""
import math
import numpy as np
from scipy.special import lpmv, spherical_jn

LMAX = 8
I_POWERS = np.array([1, 1j, -1, -1j])


def l_list(lmax):
    return np.array([l for l in range(lmax + 1) for _ in range(2 * l + 1)])


def harmonics(lmax, vec):
    vec = np.asarray(vec, float)
    cos_theta = vec[..., 2] / np.linalg.norm(vec, axis=-1)
    phi = np.arctan2(vec[..., 1], vec[..., 0])
    out = np.zeros(((lmax + 1) ** 2,) + cos_theta.shape)
    for l in range(lmax + 1):
        for m in range(l + 1):
            norm = math.sqrt((2 * l + 1) / (4 * math.pi)
                             * math.factorial(l - m) / math.factorial(l + m))
            p = (-1) ** m * norm * lpmv(m, l, cos_theta)
            if m == 0:
                out[l * l + l] = p
            else:
                out[l * l + l + m] = math.sqrt(2) * p * np.cos(m * phi)
                out[l * l + l - m] = math.sqrt(2) * p * np.sin(m * phi)
    return out


def hankel(lmax, z):
    """Outgoing spherical Hankel functions by stable upward recurrence."""
    h = [-1j * np.exp(1j * z) / z, -(z + 1j) * np.exp(1j * z) / z ** 2]
    for l in range(1, lmax):
        h.append((2 * l + 1) / z * h[l] - h[l - 1])
    return np.array(h[:lmax + 1])


def green(distance, kappa):
    return -np.exp(1j * kappa * distance) / (2 * np.pi * distance)


def regular_waves(lmax, vec, kappa):
    radius = np.linalg.norm(vec)
    return (spherical_jn(l_list(lmax), complex(kappa * radius))
            * harmonics(lmax, vec))


# Sphere quadrature, exact for products up to total degree 33
nodes, node_weights = np.polynomial.legendre.leggauss(17)
angles = 2 * np.pi * np.arange(34) / 34
ct, ph = [a.ravel() for a in np.meshgrid(nodes, angles, indexing="ij")]
weights = np.repeat(node_weights, 34) * 2 * np.pi / 34
st = np.sqrt(1 - ct ** 2)
directions = np.stack([st * np.cos(ph), st * np.sin(ph), ct], axis=1)
Y_grid = harmonics(2 * LMAX, directions)

# Gaunt integrals and their selection rules
L1, L2 = l_list(LMAX), l_list(2 * LMAX)
n1 = len(L1)
pairs = (Y_grid[:n1, None] * Y_grid[None, :n1] * weights).reshape(n1 * n1, -1)
raw = (pairs @ Y_grid.T).reshape(n1, n1, len(L2))
la, lb, lc = L1[:, None, None], L1[None, :, None], L2[None, None, :]
allowed = ((lc >= abs(la - lb)) & (lc <= la + lb) & ((la + lb + lc) % 2 == 0))
forbidden_max = np.max(np.abs(raw[~allowed]))
assert forbidden_max < 1e-12
GAUNT = np.where(allowed, raw, 0.0)


def structure_constants(R_vec, kappa, keep_phases=True):
    h = hankel(2 * LMAX, kappa * np.linalg.norm(R_vec))
    source = h[L2] * harmonics(2 * LMAX, R_vec)
    if not keep_phases:
        return -8j * np.pi * kappa * (GAUNT @ source)
    inner = GAUNT @ (I_POWERS[(-L2) % 4] * source)
    phase = I_POWERS[(L1[:, None] - L1[None, :]) % 4]
    return -8j * np.pi * kappa * phase * inner


def projected_constants(R_vec, kappa, r, rp, lcut):
    """g from its definition: project the closed form of G0 on two spheres."""
    n = (lcut + 1) ** 2
    d = r * directions[:, None] - rp * directions[None, :] - np.asarray(R_vec)
    A = Y_grid[:n] * weights
    moments = A @ green(np.linalg.norm(d, axis=2), kappa) @ A.T
    l = l_list(lcut)
    return moments / np.outer(spherical_jn(l, complex(kappa * r)),
                              spherical_jn(l, complex(kappa * rp)))


def two_centre_sum(g, r_vec, rp_vec, kappa, lcut):
    n = (lcut + 1) ** 2
    return (regular_waves(lcut, r_vec, kappa) @ g[:n, :n]
            @ regular_waves(lcut, rp_vec, kappa))


kappa = 0.8
energy = kappa ** 2 / 2
R_vec = np.array([2.0, 3.0, 6.0])
r_vec = np.array([0.6, -0.3, 0.9])
rp_vec = np.array([-0.4, 0.8, 0.2])
R, r, rp = [np.linalg.norm(v) for v in (R_vec, r_vec, rp_vec)]
d_vec = r_vec - rp_vec
d = np.linalg.norm(d_vec)

# Unit delta source, tested in the weak sense on a Gaussian with value 1 at 0
t, wt = np.polynomial.legendre.leggauss(200)
s, ws = 6 * (t + 1), 6 * wt
gauss = np.exp(-s ** 2 / 2)
operator_on_gauss = energy * gauss + 0.5 * (s ** 2 - 3) * gauss
source_strength = np.sum(ws * 4 * np.pi * s ** 2 * green(s, kappa)
                         * operator_on_gauss)
assert abs(source_strength - 1) < 1e-10

# Plane-wave expansion
k_hat = np.array([1.0, -2.0, 2.0]) / 3
plane = 4 * np.pi * np.sum(I_POWERS[L2 % 4] * harmonics(2 * LMAX, k_hat)
                           * regular_waves(2 * LMAX, r_vec, kappa))
plane_error = abs(plane - np.exp(1j * kappa * k_hat @ r_vec))
assert plane_error < 1e-12

# One-centre expansion
exact = green(np.linalg.norm(d_vec - R_vec), kappa)
one_centre = -2j * kappa * np.sum(
    regular_waves(2 * LMAX, d_vec, kappa)
    * hankel(2 * LMAX, kappa * R)[L2] * harmonics(2 * LMAX, R_vec))
one_centre_error = abs(one_centre / exact - 1)
assert one_centre_error < 1e-8

# Addition theorem for regular waves, l'' up to 3
phase3 = I_POWERS[(la - lb - lc[:, :, :16]) % 4]
added = 4 * np.pi * np.einsum("a,b,abc->c", regular_waves(LMAX, r_vec, kappa),
                              regular_waves(LMAX, rp_vec, kappa),
                              phase3 * GAUNT[:, :, :16])
addition_error = np.max(np.abs(added - regular_waves(3, d_vec, kappa)))
assert addition_error < 1e-10

# Gaunt formula against double-sphere projection, both signs of the energy
g = structure_constants(R_vec, kappa)
projection = projected_constants(R_vec, kappa, r, rp, 3)
error_positive = np.max(np.abs(projection - g[:16, :16]))
other_radii = projected_constants(R_vec, kappa, 1.5, 1.3, 3)
error_radii = np.max(np.abs(other_radii - projection))
kappa_neg = 0.8j
g_neg = structure_constants(R_vec, kappa_neg)
error_negative = np.max(np.abs(
    projected_constants(R_vec, kappa_neg, r, rp, 3) - g_neg[:16, :16]))
assert max(error_positive, error_negative, error_radii) < 1e-8

# Symmetries, tested on the projected numbers
l3 = l_list(3)
parity = (-1.0) ** (l3[:, None] + l3[None, :])
reverse = projected_constants(-R_vec, kappa, r, rp, 3)
symmetry_error = max(np.max(np.abs(projection.T - parity * projection)),
                     np.max(np.abs(reverse - parity * projection)))
assert symmetry_error < 1e-8

# Two-centre sum against the closed form, and two wrong conventions
cutoffs = [0, 1, 2, 4, 6, 8]
sums = [two_centre_sum(g, r_vec, rp_vec, kappa, c) for c in cutoffs]
errors = [abs(v / exact - 1) for v in sums]
assert errors[-1] < 1e-5 and errors[-1] < errors[3] < errors[0]
exact_neg = green(np.linalg.norm(d_vec - R_vec), kappa_neg)
sum_neg = two_centre_sum(g_neg, r_vec, rp_vec, kappa_neg, LMAX)
error_sum_neg = abs(sum_neg / exact_neg - 1)
assert error_sum_neg < 1e-5
sum_reversed = two_centre_sum(structure_constants(-R_vec, kappa),
                              r_vec, rp_vec, kappa, LMAX)
sum_no_phase = two_centre_sum(structure_constants(R_vec, kappa, False),
                              r_vec, rp_vec, kappa, LMAX)
assert abs(sum_reversed / exact - 1) > 0.05
assert abs(sum_no_phase / exact - 1) > 0.05
assert abs(sum_reversed / green(np.linalg.norm(d_vec + R_vec), kappa) - 1) < 1e-5

# Closed s and p forms for R along z, against projection
h = hankel(2, kappa * R)
axial = projected_constants([0, 0, R], kappa, r, rp, 1)
closed = {
    "s,s": (0, 0, -2j * kappa * h[0]),
    "s,pz": (0, 2, 2j * math.sqrt(3) * kappa * h[1]),
    "pz,s": (2, 0, -2j * math.sqrt(3) * kappa * h[1]),
    "pz,pz": (2, 2, -2j * kappa * (h[0] - 2 * h[2])),
    "px,px": (3, 3, -2j * kappa * (h[0] + h[2])),
}
for a, b, value in closed.values():
    assert abs(axial[a, b] - value) < 1e-9


# Range of validity: all vectors along +z, so only m = 0 contributes
def axial_double_sum(ra, rb, lcut):
    x, wx = np.polynomial.legendre.leggauss(2 * lcut + 5)
    ls = np.arange(2 * lcut + 1)
    y_pole = np.sqrt((2 * ls + 1) / (4 * np.pi))
    Y0 = np.array([y_pole[l] * lpmv(0, l, x) for l in ls])
    hh = hankel(2 * lcut, kappa * R)
    ja, jb = spherical_jn(ls, kappa * ra), spherical_jn(ls, kappa * rb)
    total = 0j
    for l in range(lcut + 1):
        for k in range(lcut + 1):
            q = np.arange(abs(l - k), l + k + 1, 2)
            gaunt = 2 * np.pi * (Y0[q] @ (wx * Y0[l] * Y0[k]))
            g_lk = -8j * np.pi * kappa * np.sum(
                I_POWERS[(l - k - q) % 4] * gaunt * hh[q] * y_pole[q])
            total += ja[l] * y_pole[l] * g_lk * jb[k] * y_pole[k]
    return total


range_cutoffs = [5, 10, 15, 20]
inside, outside = (2.0, 2.5), (4.0, 4.5)
exact_axial = green(R + 0.5, kappa)
err_in = [abs(axial_double_sum(*inside, c) / exact_axial - 1)
          for c in range_cutoffs]
err_out = [abs(axial_double_sum(*outside, c) / exact_axial - 1)
           for c in range_cutoffs]
ls = np.arange(21)
one_axial = -2j * kappa * np.sum(
    (-1.0) ** ls * spherical_jn(ls, kappa * 0.5) * hankel(20, kappa * R)
    * (2 * ls + 1) / (4 * np.pi))
err_one_axial = abs(one_axial / exact_axial - 1)
assert err_in[-1] < 1e-4 and err_one_axial < 1e-10
assert err_out[-1] > 5 * err_out[1] and err_out[-1] > 1


def c(z):
    return f"{z.real:+.8f} {z.imag:+.8f}i"


unit = "1/(Ha bohr^3)"
print(f"kappa = {kappa} 1/bohr, E = {energy:.2f} Ha")
print("R =", R_vec, f"bohr, |R| = {R:.4f} bohr")
print("r =", r_vec, f"bohr, |r| = {r:.4f} bohr")
print("r' =", rp_vec, f"bohr, |r'| = {rp:.4f} bohr")
print(f"|r-r'| = {d:.4f} bohr, r+r' = {r + rp:.4f} bohr")
print(f"|x-x'| = {np.linalg.norm(d_vec - R_vec):.6f} bohr")
print(f"delta source strength = {c(source_strength)}")
print(f"plane-wave expansion, abs. error = {plane_error:.1e}")
print(f"one-centre expansion to l=16, rel. error = {one_centre_error:.1e}")
print(f"regular-wave addition, max abs. error = {addition_error:.1e}")
print(f"largest forbidden Gaunt integral = {forbidden_max:.1e}")
print(f"g, formula - projection, l<=3, E>0: {error_positive:.1e} {unit}")
print(f"g, formula - projection, l<=3, E<0: {error_negative:.1e} {unit}")
print(f"g, change with projection radii: {error_radii:.1e} {unit}")
print(f"g, symmetry violation: {symmetry_error:.1e} {unit}")
print(f"exact G0 = {c(exact)} {unit}")
for cut, value, err in zip(cutoffs, sums, errors):
    print(f"sum to l,l'={cut}: {c(value)} {unit}, rel. error {err:.2e}")
print(f"E = {(kappa_neg ** 2 / 2).real:.2f} Ha: exact G0 = {c(exact_neg)} {unit}")
print(f"  sum to l,l'=8: rel. error {error_sum_neg:.2e}")
print(f"R reversed: {c(sum_reversed)} {unit}, "
      f"rel. error {abs(sum_reversed / exact - 1):.3f}")
print(f"powers of i dropped: {c(sum_no_phase)} {unit}, "
      f"rel. error {abs(sum_no_phase / exact - 1):.3f}")
print(f"R along z, |R| = {R:.1f} bohr, kappa R = {kappa * R:.2f}")
for l in range(3):
    print(f"h_{l}(kappa R) = {c(h[l])}")
for name, (_, _, value) in closed.items():
    print(f"g({name}) = {c(value)} {unit}")
print(f"range test, all along z: |R| = {R:.1f} bohr, |r-r'| = 0.5 bohr")
for i, cut in enumerate(range_cutoffs):
    print(f"l,l'<={cut}: rel. error {err_in[i]:.2e} (r,r'={inside} bohr), "
          f"{err_out[i]:.2e} (r,r'={outside} bohr)")
print(f"one-centre series to l=20, same |r-r'|: rel. error {err_one_axial:.1e}")
print("every check passed")
```

It prints:

```
kappa = 0.8 1/bohr, E = 0.32 Ha
R = [2. 3. 6.] bohr, |R| = 7.0000 bohr
r = [ 0.6 -0.3  0.9] bohr, |r| = 1.1225 bohr
r' = [-0.4  0.8  0.2] bohr, |r'| = 0.9165 bohr
|r-r'| = 1.6432 bohr, r+r' = 2.0390 bohr
|x-x'| = 6.774954 bohr
delta source strength = +1.00000000 -0.00000000i
plane-wave expansion, abs. error = 9.6e-16
one-centre expansion to l=16, rel. error = 5.4e-12
regular-wave addition, max abs. error = 8.2e-16
largest forbidden Gaunt integral = 3.2e-15
g, formula - projection, l<=3, E>0: 1.1e-13 1/(Ha bohr^3)
g, formula - projection, l<=3, E<0: 1.2e-15 1/(Ha bohr^3)
g, change with projection radii: 9.4e-14 1/(Ha bohr^3)
g, symmetry violation: 1.6e-13 1/(Ha bohr^3)
exact G0 = -0.01526940 +0.01785228i 1/(Ha bohr^3)
sum to l,l'=0: -0.01401788 +0.01140976i 1/(Ha bohr^3), rel. error 2.79e-01
sum to l,l'=1: -0.01547255 +0.01718456i 1/(Ha bohr^3), rel. error 2.97e-02
sum to l,l'=2: -0.01507210 +0.01783222i 1/(Ha bohr^3), rel. error 8.44e-03
sum to l,l'=4: -0.01527231 +0.01784923i 1/(Ha bohr^3), rel. error 1.79e-04
sum to l,l'=6: -0.01526937 +0.01785228i 1/(Ha bohr^3), rel. error 1.24e-06
sum to l,l'=8: -0.01526940 +0.01785228i 1/(Ha bohr^3), rel. error 2.36e-08
E = -0.32 Ha: exact G0 = -0.00010400 +0.00000000i 1/(Ha bohr^3)
  sum to l,l'=8: rel. error 9.42e-07
R reversed: -0.02049702 +0.00451654i 1/(Ha bohr^3), rel. error 0.610
powers of i dropped: +0.00176787 +0.02326344i 1/(Ha bohr^3), rel. error 0.761
R along z, |R| = 7.0 bohr, kappa R = 5.60
h_0(kappa R) = -0.11272619 -0.13849391i
h_1(kappa R) = -0.15862358 +0.08799513i
h_2(kappa R) = +0.02774927 +0.18563416i
g(s,s) = -0.22159025 +0.18036190i 1/(Ha bohr^3)
g(s,pz) = -0.24385926 -0.43959057i 1/(Ha bohr^3)
g(pz,s) = +0.24385926 +0.43959057i 1/(Ha bohr^3)
g(pz,pz) = -0.81561955 +0.26915955i 1/(Ha bohr^3)
g(px,px) = +0.07542440 +0.13596307i 1/(Ha bohr^3)
range test, all along z: |R| = 7.0 bohr, |r-r'| = 0.5 bohr
l,l'<=5: rel. error 3.14e-02 (r,r'=(2.0, 2.5) bohr), 2.59e+00 (r,r'=(4.0, 4.5) bohr)
l,l'<=10: rel. error 6.57e-04 (r,r'=(2.0, 2.5) bohr), 1.69e+01 (r,r'=(4.0, 4.5) bohr)
l,l'<=15: rel. error 1.87e-05 (r,r'=(2.0, 2.5) bohr), 1.12e+02 (r,r'=(4.0, 4.5) bohr)
l,l'<=20: rel. error 5.55e-07 (r,r'=(2.0, 2.5) bohr), 7.36e+02 (r,r'=(4.0, 4.5) bohr)
one-centre series to l=20, same |r-r'|: rel. error 1.0e-15
every check passed
```
